**Derivative couplings from the definition and from the energy-gap formula**

For real electronic eigenstates with energies \(E_i\neq E_j\), the coupling \(d_{ij}=\langle i|\partial j/\partial X\rangle\) equals \(\langle i|\partial H/\partial X|j\rangle/(E_j-E_i)\), where \(H\) is the electronic Hamiltonian and \(X\) a nuclear position. The program solves a one-electron, two-nucleus model on a fixed grid and asserts that this ratio agrees with central differences of the eigenvectors. It also asserts antisymmetry, zero diagonal elements, the diagonal Hellmann–Feynman theorem, the translation relation and the effect of complex phases. Further assertions cover a second grid, an avoided crossing and an exact crossing. For states 0 and 1 and nucleus B, both routes give −0.341377 bohr⁻¹, and the largest difference between ratio and direct derivative over all pairs is 1.4 × 10⁻⁸ bohr⁻¹. In a basis of one Gaussian per nucleus, the simple ratio gives −0.198519 bohr⁻¹ while the direct derivative is −0.343444 bohr⁻¹. The program asserts that the formula including basis motion removes this discrepancy.

## Numerical check

```python
"""
Result under test: for real electronic eigenstates |i>, |j> of H(X),
    d_ij = <i|dj/dX> = <i|dH/dX|j> / (E_j - E_i)   for E_i != E_j,
    d_ij = -d_ji,   d_jj = 0.
X is a nuclear position; derivatives are taken at fixed electron position x.
Model: one electron in one dimension, two soft-Coulomb nuclei A and B.
Atomic units: energies in hartree, lengths in bohr, couplings in 1/bohr.
Also tested: complex phases, translation, small gaps, an exact crossing,
and a finite basis of Gaussians that moves with the nuclei.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants

CHARGES = np.array([1.0, 1.2])
POSITIONS = np.array([-2.0, 2.0])
SOFTENING = 1.0
N_STATES = 3
STEP = 5e-4
SIGN_POINT = 10.0


def make_grid(half_width, n_points):
    """Sinc grid and its kinetic-energy matrix."""
    x = np.linspace(-half_width, half_width, n_points)
    h = x[1] - x[0]
    diff = np.arange(n_points)[:, None] - np.arange(n_points)[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / (6 * h**2),
                       (-1.0)**np.abs(diff) / (h**2 * safe**2))
    return x, h, kinetic


def attraction(x, positions):
    return sum(-z / np.sqrt((x - p)**2 + SOFTENING**2)
               for z, p in zip(CHARGES, positions))


def repulsion(positions):
    distance = positions[1] - positions[0]
    return CHARGES[0] * CHARGES[1] / np.sqrt(distance**2 + SOFTENING**2)


def attraction_gradient(x, positions, nucleus):
    u = x - positions[nucleus]
    return -CHARGES[nucleus] * u / (u**2 + SOFTENING**2)**1.5


def repulsion_gradient(positions, nucleus):
    distance = positions[1] - positions[0]
    slope = -CHARGES[0] * CHARGES[1] * distance
    slope /= (distance**2 + SOFTENING**2)**1.5
    return slope if nucleus == 1 else -slope


def fix_signs(x, states):
    """Choose every real state positive at x = SIGN_POINT."""
    index = np.argmin(np.abs(x - SIGN_POINT))
    return states * np.sign(states[index])


def solve(grid, positions):
    x, _, kinetic = grid
    hamiltonian = kinetic + np.diag(attraction(x, positions)
                                    + repulsion(positions))
    energies, states = eigh(hamiltonian, subset_by_index=[0, N_STATES - 1])
    return energies, fix_signs(x, states)


def displaced(nucleus, amount):
    result = POSITIONS.copy()
    result[nucleus] += amount
    return result


def ratio_couplings(matrix, energies):
    """Off-diagonal ratio; the diagonal is left undefined (nan)."""
    gaps = energies[None, :] - energies[:, None]
    result = np.full(matrix.shape, np.nan, dtype=matrix.dtype)
    off = ~np.eye(len(energies), dtype=bool)
    result[off] = matrix[off] / gaps[off]
    return result


grid = make_grid(30.0, 301)
x, spacing, kinetic = grid
energies, states = solve(grid, POSITIONS)
off = ~np.eye(N_STATES, dtype=bool)

# Couplings from the definition and from the gradient matrix elements.
elements, ratios, direct, forces_fd = [], [], [], []
shifted_states = []
for nucleus in (0, 1):
    e_plus, s_plus = solve(grid, displaced(nucleus, STEP))
    e_minus, s_minus = solve(grid, displaced(nucleus, -STEP))
    shifted_states.append((s_plus, s_minus))
    direct.append(states.T @ (s_plus - s_minus) / (2 * STEP))
    forces_fd.append((e_plus - e_minus) / (2 * STEP))
    gradient = (attraction_gradient(x, POSITIONS, nucleus)
                + repulsion_gradient(POSITIONS, nucleus))
    elements.append(states.T @ (gradient[:, None] * states))
    ratios.append(ratio_couplings(elements[-1], energies))
    assert np.allclose(direct[-1][off], ratios[-1][off], rtol=0, atol=1e-6)
    assert np.max(np.abs(direct[-1] + direct[-1].T)) < 1e-6
    assert np.max(np.abs(np.diag(direct[-1]))) < 1e-6
    assert np.allclose(forces_fd[-1], np.diag(elements[-1]),
                       rtol=0, atol=1e-6)
    # Nuclear repulsion changes the forces but not the couplings.
    electronic = attraction_gradient(x, POSITIONS, nucleus)
    electronic_elements = states.T @ (electronic[:, None] * states)
    electronic_ratio = ratio_couplings(electronic_elements, energies)
    assert np.allclose(direct[-1][off], electronic_ratio[off],
                       rtol=0, atol=1e-6)

# The same couplings on a different grid.
second_grid = make_grid(24.0, 301)
second_energies, second_states = solve(second_grid, POSITIONS)
grid_change = 0.0
for nucleus in (0, 1):
    gradient = attraction_gradient(second_grid[0], POSITIONS, nucleus)
    matrix = second_states.T @ (gradient[:, None] * second_states)
    second_ratio = ratio_couplings(matrix, second_energies)
    grid_change = max(grid_change, np.max(np.abs(
        second_ratio[off] - ratios[nucleus][off])))
assert grid_change < 1e-6

# Moving both nuclei together at fixed electron position.
position_matrix = states.T @ (x[:, None] * states)
gaps = energies[None, :] - energies[:, None]
translation_sum = direct[0] + direct[1]
translation_rule = -gaps * position_matrix
assert np.allclose(translation_sum, translation_rule, rtol=0, atol=2e-6)

# Complex phases that depend on the position of nucleus B.
phase_slopes = np.array([0.3, -0.7, 0.5])


def phases(position_b):
    return np.exp(1j * phase_slopes * position_b)


phased = states * phases(POSITIONS[1])
phased_plus = shifted_states[1][0] * phases(POSITIONS[1] + STEP)
phased_minus = shifted_states[1][1] * phases(POSITIONS[1] - STEP)
phased_direct = phased.conj().T @ (phased_plus - phased_minus) / (2 * STEP)
gradient_b = attraction_gradient(x, POSITIONS, 1)
phased_elements = phased.conj().T @ (gradient_b[:, None] * phased)
phased_ratio = ratio_couplings(phased_elements, energies)
assert np.allclose(phased_direct[off], phased_ratio[off], rtol=0, atol=1e-6)
assert np.allclose(np.diag(phased_direct), 1j * phase_slopes,
                   rtol=0, atol=1e-6)
assert np.max(np.abs(phased_direct + phased_direct.conj().T)) < 1e-6

# One Gaussian on each nucleus; nucleus B and its Gaussian move.
EXPONENT = 0.4


def gaussian_basis(positions):
    return np.sqrt(spacing) * np.exp(
        -EXPONENT * (x[:, None] - positions[None, :])**2)


def gaussian_solve(positions):
    basis = gaussian_basis(positions)
    operator = kinetic + np.diag(attraction(x, positions))
    h_matrix = basis.T @ operator @ basis
    overlap = basis.T @ basis
    levels, coefficients = eigh(h_matrix, overlap)
    functions = basis @ coefficients
    signs = np.sign(functions[np.argmin(np.abs(x - SIGN_POINT))])
    return levels, coefficients * signs, functions * signs


levels, coefficients, functions = gaussian_solve(POSITIONS)
functions_plus = gaussian_solve(displaced(1, STEP))[2]
functions_minus = gaussian_solve(displaced(1, -STEP))[2]
moving_direct = functions.T @ (functions_plus - functions_minus) / (2 * STEP)
basis = gaussian_basis(POSITIONS)
basis_slope = np.zeros_like(basis)
basis_slope[:, 1] = 2 * EXPONENT * (x - POSITIONS[1]) * basis[:, 1]
operator = kinetic + np.diag(attraction(x, POSITIONS))
half = basis.T @ operator @ basis_slope
h_slope = half + half.T + basis.T @ (gradient_b[:, None] * basis)
basis_motion = basis.T @ basis_slope
s_slope = basis_motion + basis_motion.T
c0, c1 = coefficients.T
moving_gap = levels[1] - levels[0]
moving_response = c0 @ (h_slope - levels[1] * s_slope) @ c1 / moving_gap
moving_basis_term = c0 @ basis_motion @ c1
moving_full = moving_response + moving_basis_term
moving_simple = functions[:, 0] @ (gradient_b * functions[:, 1]) / moving_gap
assert abs(moving_full - moving_direct[0, 1]) < 1e-6
assert abs(moving_simple - moving_direct[0, 1]) > 1e-3
assert np.max(np.abs(moving_direct + moving_direct.T)) < 1e-6

# Avoided crossing: H = [[k q, c], [c, -k q]].
SLOPE = 0.05


def two_state(q, c):
    values, vectors = np.linalg.eigh([[SLOPE * q, c], [c, -SLOPE * q]])
    return values, vectors


crossing_rows = []
for c in (0.01, 0.002):
    for q in (0.0, 0.03):
        values, vectors = two_state(q, c)
        small = 1e-5
        plus = two_state(q + small, c)[1]
        minus = two_state(q - small, c)[1]
        plus = plus * np.sign(np.sum(vectors * plus, axis=0))
        minus = minus * np.sign(np.sum(vectors * minus, axis=0))
        numeric = abs(vectors[:, 0] @ (plus - minus)[:, 1] / (2 * small))
        formula = SLOPE * c / (2 * (SLOPE**2 * q**2 + c**2))
        assert abs(numeric - formula) < 1e-5
        crossing_rows.append((c, q, values[1] - values[0], numeric))

# Exact crossing with smoothly rotating real states.
q, beta = sp.symbols("q beta", real=True)
rotation = sp.Matrix([[sp.cos(beta * q), -sp.sin(beta * q)],
                      [sp.sin(beta * q), sp.cos(beta * q)]])
crossing_h = rotation * sp.diag(q, -q) * rotation.T
first, second = rotation[:, 0], rotation[:, 1]
smooth_coupling = sp.simplify((first.T * second.diff(q))[0])
crossing_element = sp.simplify((first.T * crossing_h.diff(q) * second)[0])
assert sp.simplify(smooth_coupling + beta) == 0
assert sp.simplify(crossing_element - (-2 * q) * smooth_coupling) == 0
assert crossing_element.subs(q, 0) == 0

hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10

print(f"charges A, B: {CHARGES[0]:.1f}, {CHARGES[1]:.1f} e")
print(f"positions A, B: {POSITIONS[0]:.1f}, {POSITIONS[1]:.1f} bohr")
print(f"softening length: {SOFTENING:.1f} bohr")
print(f"grid: {len(x)} points, spacing {spacing:.2f} bohr")
print(f"nuclear displacement: {STEP:.1e} bohr")
print(f"states chosen positive at x = {SIGN_POINT:.1f} bohr")
for j, energy in enumerate(energies):
    print(f"E_{j} including nuclear repulsion: {energy:.6f} hartree")
print("pair, nucleus: gap (hartree), element (hartree/bohr),")
print("    ratio (1/bohr), direct derivative (1/bohr)")
for i, j in ((0, 1), (0, 2), (1, 2)):
    for n, name in enumerate("AB"):
        print(f"{i}{j} {name}: {gaps[i, j]:.6f} {elements[n][i, j]:+.6f} "
              f"{ratios[n][i, j]:+.6f} {direct[n][i, j]:+.6f}")
print(f"direct d_10 for B: {direct[1][1, 0]:+.6f} 1/bohr")
largest_diagonal = max(np.max(np.abs(np.diag(d))) for d in direct)
largest_symmetric = max(np.max(np.abs(d + d.T)) for d in direct)
largest_error = max(np.max(np.abs(d[off] - r[off]))
                    for d, r in zip(direct, ratios))
print(f"largest |d_jj|: {largest_diagonal:.1e} 1/bohr")
print(f"largest |d_ij + d_ji|: {largest_symmetric:.1e} 1/bohr")
print(f"largest ratio-direct difference: {largest_error:.1e} 1/bohr")
print(f"largest change on second grid: {grid_change:.1e} 1/bohr")
print(f"dE_0/dX_B, element: {elements[1][0, 0]:+.6f} hartree/bohr")
print(f"dE_0/dX_B, direct: {forces_fd[1][0]:+.6f} hartree/bohr")
print(f"gap 01: {gaps[0, 1] * hartree_ev:.4f} eV")
print(f"d_01 for B: {ratios[1][0, 1] / bohr_angstrom:+.5f} 1/angstrom")
print(f"x_01: {position_matrix[0, 1]:+.6f} bohr")
print(f"d_01 A+B, direct: {translation_sum[0, 1]:+.6f} 1/bohr")
print(f"d_01 A+B, from x_01: {translation_rule[0, 1]:+.6f} 1/bohr")
for j in range(N_STATES):
    print(f"phase slope {phase_slopes[j]:+.1f} 1/bohr: "
          f"Im d_{j}{j} = {phased_direct[j, j].imag:+.6f} 1/bohr")
print(f"Gaussian exponent: {EXPONENT:.1f} 1/bohr^2")
print(f"Gaussian basis, gap: {moving_gap:.6f} hartree")
print(f"Gaussian d_01 for B, direct: {moving_direct[0, 1]:+.6f} 1/bohr")
print(f"Gaussian simple ratio: {moving_simple:+.6f} 1/bohr")
print(f"Gaussian coefficient response: {moving_response:+.6f} 1/bohr")
print(f"Gaussian basis-motion term: {moving_basis_term:+.6f} 1/bohr")
print(f"Gaussian corrected sum: {moving_full:+.6f} 1/bohr")
print(f"two-state slope k: {SLOPE:.2f} hartree/bohr")
for c, point, gap, coupling in crossing_rows:
    print(f"c={c:.3f} hartree, q={point:.2f} bohr: "
          f"gap={gap:.6f} hartree, |d|={coupling:.5f} 1/bohr")
print("OK")
```

Running it gives:

```
charges A, B: 1.0, 1.2 e
positions A, B: -2.0, 2.0 bohr
softening length: 1.0 bohr
grid: 301 points, spacing 0.20 bohr
nuclear displacement: 5.0e-04 bohr
states chosen positive at x = 10.0 bohr
E_0 including nuclear repulsion: -0.823813 hartree
E_1 including nuclear repulsion: -0.655880 hartree
E_2 including nuclear repulsion: -0.298536 hartree
pair, nucleus: gap (hartree), element (hartree/bohr),
    ratio (1/bohr), direct derivative (1/bohr)
01 A: 0.167933 +0.016123 +0.096008 +0.096008
01 B: 0.167933 -0.057329 -0.341377 -0.341377
02 A: 0.525277 +0.074935 +0.142658 +0.142658
02 B: 0.525277 -0.182363 -0.347175 -0.347175
12 A: 0.357343 -0.116939 -0.327245 -0.327245
12 B: 0.357343 -0.077860 -0.217885 -0.217885
direct d_10 for B: +0.341377 1/bohr
largest |d_jj|: 5.4e-09 1/bohr
largest |d_ij + d_ji|: 1.1e-08 1/bohr
largest ratio-direct difference: 1.4e-08 1/bohr
largest change on second grid: 9.9e-13 1/bohr
dE_0/dX_B, element: +0.026241 hartree/bohr
dE_0/dX_B, direct: +0.026241 hartree/bohr
gap 01: 4.5697 eV
d_01 for B: -0.64511 1/angstrom
x_01: +1.461111 bohr
d_01 A+B, direct: -0.245369 1/bohr
d_01 A+B, from x_01: -0.245369 1/bohr
phase slope +0.3 1/bohr: Im d_00 = +0.300000 1/bohr
phase slope -0.7 1/bohr: Im d_11 = -0.700000 1/bohr
phase slope +0.5 1/bohr: Im d_22 = +0.500000 1/bohr
Gaussian exponent: 0.4 1/bohr^2
Gaussian basis, gap: 0.150238 hartree
Gaussian d_01 for B, direct: -0.343444 1/bohr
Gaussian simple ratio: -0.198519 1/bohr
Gaussian coefficient response: -0.336378 1/bohr
Gaussian basis-motion term: -0.007066 1/bohr
Gaussian corrected sum: -0.343444 1/bohr
two-state slope k: 0.05 hartree/bohr
c=0.010 hartree, q=0.00 bohr: gap=0.020000 hartree, |d|=2.50000 1/bohr
c=0.010 hartree, q=0.03 bohr: gap=0.020224 hartree, |d|=2.44499 1/bohr
c=0.002 hartree, q=0.00 bohr: gap=0.004000 hartree, |d|=12.50000 1/bohr
c=0.002 hartree, q=0.03 bohr: gap=0.005000 hartree, |d|=8.00000 1/bohr
OK
```
